# Fastest-growing ripple wavelength on an ion-bombarded surface

## Result

Let a small surface ripple of wavenumber \(k\) grow at the rate

\[
R(k)=Sk^2-Bk^4,\qquad S>0,\quad B>0 .
\]

Among all wavelengths \(\lambda=2\pi/k\), the one that grows fastest is

\[
\lambda_*=2\pi\sqrt{\frac{2B}{S}},\qquad\text{with rate}\qquad R_*=\frac{S^2}{4B}.
\]

Two derivations follow. The first treats the surface as a sum of sine waves and compares their rates. The second takes a surface of any shape and bounds the growth of its root-mean-square height.

## The model

A broad ion beam erodes a nearly flat surface of height \(h(x,t)\), which varies along one direction \(x\). For small slopes, the height is taken to obey

\[
h_t=-v_0+a\,h_x-S\,h_{xx}-B\,h_{xxxx},
\]

where subscripts denote derivatives and all coefficients are constant. This equation is the premise; \(S\) and \(B\) are not calculated here from atomic collisions.

The mean surface recedes at speed \(v_0\). The coefficient \(a\) describes how the erosion speed depends on slope, and it vanishes by symmetry at normal incidence. At the bottom of a valley \(h_{xx}>0\), so \(-Sh_{xx}\) is negative. Taken alone, this term makes the valley recede faster than the mean surface. At a crest the sign is reversed. Positive \(S\) therefore amplifies roughness. The last term represents smoothing by surface diffusion.

With lengths in nm and times in s, \(S\) has the unit nm²/s and \(B\) the unit nm⁴/s. The ratio \(B/S\) is then an area, and \(\sqrt{B/S}\) is the one length that \(S\) and \(B\) can form. Dimensional analysis gives this length but not the factor \(2\pi\sqrt2\).

Writing \(h=-v_0t+u\) gives \(h_t=-v_0+u_t\) and leaves the \(x\)-derivatives unchanged. The constant cancels:

\[
u_t=a\,u_x-S\,u_{xx}-B\,u_{xxxx}. \tag{1}
\]

## First derivation: comparing sine waves

Insert \(u=\mathrm{Re}\,[A\,e^{ikx+\sigma t}]\) into (1). Each \(x\)-derivative supplies a factor \(ik\), with \((ik)^2=-k^2\) and \((ik)^4=k^4\). Hence

\[
\sigma=iak-S(-k^2)-Bk^4=iak+Sk^2-Bk^4 .
\]

The real part of \(\sigma\) is the growth rate \(R(k)\). The imaginary part enters the phase \(kx+akt=k(x+at)\), so crests move at velocity \(-a\) without any change in growth.

To find the largest rate, complete the square in \(k^2\):

\[
-B\left(k^2-\frac{S}{2B}\right)^2=-Bk^4+Sk^2-\frac{S^2}{4B},
\]

and therefore

\[
R(k)=\frac{S^2}{4B}-B\left(k^2-\frac{S}{2B}\right)^2. \tag{2}
\]

Since \(B>0\), the second term is never positive. It vanishes for \(k>0\) at the single value

\[
k_*=\sqrt{\frac{S}{2B}},
\]

which gives \(\lambda_*=2\pi/k_*=2\pi\sqrt{2B/S}\) and \(R_*=S^2/(4B)\). Equation (2) shows that this is the global maximum. It also shows that \(R\) rises steadily for \(0<k<k_*\) and falls steadily beyond.

### Cutoff and the roles of the signs

Factoring the rate as \(R=k^2(S-Bk^2)\) shows that it vanishes at \(k_c=\sqrt{S/B}\), or

\[
\lambda_c=2\pi\sqrt{\frac BS}=\frac{\lambda_*}{\sqrt2}.
\]

Shorter waves decay because diffusion outweighs the erosion instability. Longer waves grow, but slowly when \(\lambda\gg\lambda_*\), since then \(R\approx Sk^2\).

If \(S<0\) and \(B>0\), both terms in \(R\) are negative for \(k>0\), and every ripple decays. If \(S>0\) and \(B=0\), then \(R=Sk^2\) increases without limit as the wavelength shrinks. The continuum model then selects no wavelength. In this model the \(S\) term supplies the instability, but selection also needs the smoothing term.

## Second derivation: bounding the growth of any shape

Now let \(u\) be any smooth, nonzero surface shape with period \(L\), and write \(\langle f\rangle=(1/L)\int_0^L f\,dx\). The root-mean-square height is \(w=\sqrt{\langle u^2\rangle}\). Its relative growth rate is

\[
\Gamma=\frac{1}{w}\frac{dw}{dt}
=\frac{1}{2\langle u^2\rangle}\frac{d\langle u^2\rangle}{dt}
=\frac{\langle u\,u_t\rangle}{\langle u^2\rangle}.
\]

Multiply (1) by \(u\) and average. Periodicity removes the boundary terms in each integration by parts:

\[
\langle uu_x\rangle=\tfrac12\langle (u^2)_x\rangle=0,\qquad
\langle uu_{xx}\rangle=-\langle u_x^2\rangle,
\]

\[
\langle uu_{xxxx}\rangle=-\langle u_xu_{xxx}\rangle=\langle u_{xx}^2\rangle .
\]

The drift term drops out, and

\[
\Gamma=\frac{S\langle u_x^2\rangle-B\langle u_{xx}^2\rangle}{\langle u^2\rangle}. \tag{3}
\]

Slopes feed the roughness and curvature drains it. To see how far the first can exceed the second, set \(c=S/(2B)\) and expand a square:

\[
\begin{aligned}
\langle(u_{xx}+cu)^2\rangle
&=\langle u_{xx}^2\rangle+2c\langle uu_{xx}\rangle+c^2\langle u^2\rangle\\
&=\langle u_{xx}^2\rangle-2c\langle u_x^2\rangle+c^2\langle u^2\rangle .
\end{aligned}
\]

Multiply by \(B\), using \(2Bc=S\) and \(Bc^2=S^2/(4B)\):

\[
B\langle u_{xx}^2\rangle=B\langle(u_{xx}+cu)^2\rangle+S\langle u_x^2\rangle-\frac{S^2}{4B}\langle u^2\rangle .
\]

Substitution into (3) cancels the slope terms:

\[
\Gamma=\frac{S^2}{4B}-B\,\frac{\langle(u_{xx}+cu)^2\rangle}{\langle u^2\rangle}. \tag{4}
\]

Thus \(\Gamma\le S^2/(4B)\) for every shape. Equality requires \(u_{xx}=-cu\) everywhere, whose real solutions are

\[
u=A\cos(\sqrt c\,x+\varphi).
\]

The fastest-growing shape is therefore a sine wave of wavelength \(2\pi/\sqrt c=2\pi\sqrt{2B/S}=\lambda_*\), provided that \(L\) is a whole multiple of \(\lambda_*\). Here the sine wave is a result, whereas the first derivation began with it.

## What each derivation assumes

Both derivations use the linear equation with coefficients that are uniform in space, and both need \(B>0\) and \(S>0\). They differ in what else they require and in what they deliver.

The first assumes that the surface can be resolved into sine waves, which evolve independently because (1) is linear and uniform. It gives the rate of every wave, the cutoff and the drift velocity. The second needs no such resolution, but it does need boundary terms that vanish. It measures growth by root-mean-square height and gives an upper bound for any shape, but not the rate of each component.

The two are linked by writing a periodic surface as a sum of waves with amplitudes \(A_k\). The cross terms average to zero, so \(\Gamma\) is the mean of \(R(k)\) with weights \(p_k\propto|A_k|^2\), normalized to \(\sum p_k=1\). Since \(|A_k|^2\propto e^{2Rt}\), the weights obey \(\dot p_k=2p_k(R-\Gamma)\), and

\[
\frac{d\Gamma}{dt}=\sum_k R\,\dot p_k=2\left(\sum_k p_kR^2-\Gamma^2\right)\ge0 .
\]

The bracket is the variance of the rates. In this model the relative growth rate of the roughness never decreases, because the faster waves gain weight.

On a finite periodic length the allowed wavelengths are \(L/n\), with \(n=1,2,\dots\). Because \(R\) has a single peak, the winner is one of the two allowed waves on either side of \(\lambda_*\), if both exist. If \(L<\lambda_c\), every allowed ripple decays.

## Worked example

Take the round model parameters \(S=2\) nm²/s, \(B=400\) nm⁴/s and \(a=0.1\) nm/s, attached to no particular material. Then

\[
\frac{2B}{S}=400\ \text{nm}^2,\qquad
\lambda_*=2\pi\times20\ \text{nm}=125.7\ \text{nm}=0.1257\ \text{µm},
\]

\[
R_*=\frac{2^2}{4\times400}\ \text{s}^{-1}=0.0025\ \text{s}^{-1}.
\]

The fastest ripple grows by a factor \(e\) in 400 s. The cutoff is \(\lambda_c=88.9\) nm.

To compare other waves, set \(q=(\lambda_*/\lambda)^2\), so that \(k^2=qS/(2B)\). Equation (2) becomes \(R/R_*=1-(1-q)^2=2q-q^2\). For \(\lambda=100\) nm, \(q=1.579\) and \(R/R_*=0.665\). After 2000 s, when \(R_*t=5\), the amplitude has grown by \(e^{5\times0.665}\approx28\). For \(\lambda=200\) nm, \(q=0.395\), \(R/R_*=0.634\) and the factor is about 24. For 125 nm it is about 148. With \(S\), \(B\), time and starting amplitude held equal, a modest difference in rate has become a factor of five or six in height.

These predictions were tested by evolving a finite-difference form of (1), without using \(R(k)\), on a periodic line of 2000 nm with 2.5 nm spacing. The start was a bump at one grid point, which contains all waves with equal amplitude. By (2), the winner is the \(n\) whose square lies closest to \((L/\lambda_*)^2\). Here \(L/\lambda_*=15.9\) and its square is 253, closer to 256 than to 225, so the expected winner is \(n=16\), or 125 nm, and this was the fastest wave found. Its rate was 0.0025 s⁻¹. The growth factors at 100, 125 and 200 nm were 28.27, 148.35 and 23.74, against 27.74, 148.33 and 23.77 from the formula.

The grid explains the signs of the differences at 100 and 200 nm. For a sine wave, the second difference with spacing \(d\) gives \(-\tilde k^2u\), where \(\tilde k=(2/d)\sin(kd/2)<k\). The grid therefore assigns each wave the rate \(R(\tilde k)\). At 100 nm, \(k>k_*\), and the reduction moves the wave towards the peak and speeds it up. At 200 nm, \(k<k_*\), and the reduction slows it down.

The largest eigenvalue of the discrete operator tests the roles of the signs. With both coefficients positive it is 0.0025 s⁻¹ on grids of 10 nm and 5 nm. Reversing \(S\) gives zero, the rate of a uniform shift in height, which is neither growth nor decay. Setting \(B=0\) gives 0.08 s⁻¹ on the coarse grid and 0.32 s⁻¹ on the fine one. This follows from the largest value \(\tilde k=2/d\), which gives \(4S/d^2\): the grid, not the physics, sets the fastest wave.

## When the selected wavelength becomes visible

A large growth rate does not by itself make a regular pattern. Put \(k=k_*+\delta\) in (2). Since \(k^2-k_*^2=2k_*\delta+\delta^2\) and \(4Bk_*^2=2S\),

\[
R=R_*-2S\delta^2\left(1+\frac{\delta}{2k_*}\right)^2 .
\]

If all waves start with equal amplitude, the power spectrum is proportional to \(e^{2Rt}\). It peaks at \(k_*\) at every \(t>0\). At late times the important \(\delta\) are much smaller than \(k_*\), the bracket approaches one, and within a few widths of the peak the spectrum approaches \(e^{2R_*t}e^{-4St\delta^2}\). Comparing this with \(e^{-\delta^2/(2s^2)}\) gives the standard deviation

\[
s=\frac{1}{\sqrt{8St}} .
\]

At 2000 s this is 0.0056 nm⁻¹, while direct integration of the full spectrum gives 0.0059 nm⁻¹, about 12% of \(k_*=0.05\) nm⁻¹. At 8000 s the two values are 0.00280 and 0.00283 nm⁻¹. The estimate improves and the pattern becomes more regular. The later time serves to test the formula: it implies growth by \(e^{20}\), which a real surface would not sustain in the linear regime.

An uneven start shifts the peak. Suppose that the initial power varies as \(k^{-m}\) with \(m>0\). A stationary point of \(k^{-m}e^{2Rt}\) satisfies \(-m/k+2t(2Sk-4Bk^3)=0\), or

\[
8Bt\,k^4-4St\,k^2+m=0 .
\]

The larger root, which is a local peak, is

\[
k^2=\frac{S}{4B}\left[1+\sqrt{1-\frac{2Bm}{S^2t}}\right].
\]

It tends to \(S/(2B)\) at late times. For \(m=2\) and the example parameters, no separate peak exists before 400 s. At 2000 s the root is \(k=0.0487\) nm⁻¹, a wavelength of about 129 nm, 3% above \(\lambda_*\). The fastest-growing wavelength is unchanged; the local peak lies at a longer wavelength because long waves had a head start. The assumed initial power also rises without limit towards \(k=0\), so on a long enough surface the longest waves can still be stronger than this peak.

## Two directions and changing conditions

On a surface with two horizontal directions, let the curvature coefficients be \(S_x\) and \(S_y\), and let smoothing be isotropic. A wave whose wavevector makes an angle \(\theta\) with \(x\) has

\[
R=S_\theta k^2-Bk^4,\qquad S_\theta=S_x\cos^2\theta+S_y\sin^2\theta .
\]

For each direction with \(S_\theta>0\), the earlier result gives a maximum rate \(S_\theta^2/(4B)\). This is largest along the axis with the larger coefficient. If that coefficient is positive, it takes the place of \(S\) in \(\lambda_*\). If the two are equal and positive, the linear model selects a wavelength but no direction.

If \(S\) and \(B\) vary in time but not in space, integrating \(R\) gives

\[
\ln\frac{|A_k(t)|}{|A_k(0)|}=k^2\!\int_0^t\!S\,dt'-k^4\!\int_0^t\!B\,dt' .
\]

When both integrals are positive, the wave with the largest accumulated growth has \(\lambda=2\pi\sqrt{2\int B\,dt'/\int S\,dt'}\), by the same completion of the square.

The dependence on ion flux \(f\) follows from the origin of the smoothing. Suppose that impacts act independently, so that \(S\propto f\) at fixed ion energy and angle. If diffusion is thermal and unaffected by the beam, \(B\) does not depend on \(f\), and \(\lambda_*\propto f^{-1/2}\). If the beam itself drives the smoothing with \(B\propto f\), the flux cancels from \(\lambda_*\), though growth is still faster at higher flux.

## Relation to real surfaces

Ion-beam ripples often have wavelengths of tens to hundreds of nanometres, so the example's 126 nm is a plausible size. Its \(S\) and \(B\) were chosen for simple arithmetic; real values depend on material, ion, energy, angle and temperature. On a real target \(S\) is a net coefficient. Besides curvature-dependent erosion it contains the sideways displacement of atoms by impacts, which can dominate and can make \(S\) negative near normal incidence, so that no ripples form. Likewise \(B\) may come from ion-induced flow rather than diffusion. The formula for \(\lambda_*\) holds whatever the origin of \(S\) and \(B\), so agreement with it does not identify the mechanism. The linear equation holds only while ripples are small. If it is followed too far, the slopes it predicts are no longer small. For example, a wave of amplitude 0.1 nm that grows 148-fold reaches about 15 nm. With \(k\approx0.05\) nm⁻¹ its maximum slope is about 0.74, too steep for the linear equation. A slope of 0.1 is reached after about \(400\ln(0.1/0.005)\approx1200\) s. Nonlinear terms left out of the model can end exponential growth at still smaller slopes if their coefficients are large enough. A term \((\beta/2)h_x^2\) begins to slow the fastest wave at a slope of order \(Sk_*/|\beta|\); in the example \(Sk_*=0.1\) nm/s, so this slope lies below 0.1 only if \(|\beta|\) exceeds about 1 nm/s. Beyond the linear stage the wavelength can change, for example by coarsening, and the linear model cannot predict by how much. A measured wavelength should be compared with \(\lambda_*\) while slopes are small and growth is still exponential, but after enough growth for the shift caused by the initial roughness to be small. Both conditions can be met only if the surface starts smooth enough; otherwise the measured wavelength may still differ noticeably from \(\lambda_*\). The numerical output below gives the values for the example.

## Calculated quantities

```
S = 2.0 nm^2/s
B = 400.0 nm^4/s
drift coefficient a = 0.10 nm/s
2B/S = 400.0 nm^2
fastest wavenumber, formula = 0.05000 1/nm
fastest wavelength, formula = 125.66 nm
fastest wavelength, formula = 0.1257 um
fastest wavelength, simulation = 125.82 nm
largest growth rate, formula = 0.002500 1/s
growth rate of top mode, simulation = 0.002500 1/s
e-folding time at the maximum = 400.0 s
cutoff wavelength, formula = 88.86 nm
cutoff wavelength, simulation = 88.85 nm
ripple velocity, simulation = -0.0997 nm/s
length of periodic line = 2000 nm
grid spacing = 2.50 nm
line length / fastest wavelength = 15.915
top mode number, simulation = 16
top allowed wavelength = 125.00 nm
largest rate error / largest rate = 0.0086
evolution time = 2000 s
growth factor at 100 nm: formula 27.74, simulation 28.27
growth factor at 125 nm: formula 148.33, simulation 148.35
growth factor at 200 nm: formula 23.77, simulation 23.74
spectral width at 2000 s: quadrature 0.00594, Gaussian formula 0.00559 1/nm
spectral width at 8000 s: quadrature 0.00283, Gaussian formula 0.00280 1/nm
largest rate, S > 0, B > 0: 0.002500 (10 nm grid), 0.002500 (5 nm grid) 1/s
largest rate, S < 0, B > 0: 0.000000 (10 nm grid), 0.000000 (5 nm grid) 1/s
largest rate, S > 0, B = 0: 0.080000 (10 nm grid), 0.320000 (5 nm grid) 1/s
```
